# Why separated electron beams blur less than a single beam

**Question.** An electron writer must deliver a fixed total current. Why does Coulomb blur fall when that current is divided among many separated beams instead of passing through one narrow crossover, and under what conditions does it fall?

**Answer.**

## What division changes

Division does not weaken the force between two electrons at a given distance. Nor does it reduce the number of electrons in flight. At total current $I$ and speed $v$, the number per unit length is $\lambda=I/(ev)$, whether the electrons share one axis or many. What changes is their lateral distance. A partner that would have passed within some micrometres now travels in another beam, perhaps half a millimetre away.

Blur comes from the fluctuating part of the force. Electrons arrive at random, so each has a different set of neighbours and receives a different sideways kick. A few near neighbours give large, irregular kicks, while distant ones give small kicks. Separation therefore removes most of the irregular part, provided that the beams stay apart where they are narrow. If they all meet in one crossover, the near neighbours return, and the kicks then depend on how fast the paths cross.

To make this quantitative, let each beam have two thin lenses of focal length $f$, a distance $2f$ apart, with its crossover midway. The object lies $f$ before the first lens and the image $f$ behind the second. This images the object with magnification $-1$. Separated beams have identical lens pairs side by side; energy, total current, crossover size and angles are held fixed in the comparison.

## From a kick to an image shift

Suppose that an electron receives a small transverse velocity $K$ at distance $d$ before the second lens. Its angle changes by $\theta=K/v$, and its position at the lens by $d\theta$. The lens changes the angle to $\theta-d\theta/f$. After a further distance $f$ the shift is

$$
\Delta=d\theta+f\left(\theta-\frac{d\theta}{f}\right)=f\theta=\frac{fK}{v}.
$$

The distance $d$ cancels, so kicks anywhere between the lenses count equally. It remains to add up the velocity kicks.

## The force between moving electrons

Let $\boldsymbol\rho$ be the transverse vector from a partner to the reference electron, and $z$ their axial separation in the laboratory. Both move at nearly the same velocity. In the frame moving with them the axial separation is $\zeta=\gamma z$, where $\gamma$ is the Lorentz factor, and the transverse Coulomb force is

$$
\mathbf F'=\frac{e^2}{4\pi\varepsilon_0}\frac{\boldsymbol\rho}{(\rho^2+\zeta^2)^{3/2}} .
$$

Transverse momentum is the same in both frames, while laboratory time runs as $dt=\gamma\,dt'$. Hence $\mathbf F=\mathbf F'/\gamma$; in laboratory terms, magnetic attraction offsets part of the electric repulsion. The transverse inertia is $\gamma m$, so

$$
\mathbf a=\kappa\frac{\boldsymbol\rho}{(\rho^2+\zeta^2)^{3/2}},\qquad
\kappa=\frac{e^2}{4\pi\varepsilon_0\gamma^2m}.
$$

The number of electrons per unit $\zeta$ is $\lambda'=\lambda/\gamma$.

## The kick from one partner

To first order, the kick is found along the undisturbed straight paths. Put $t=0$ at the crossover and let $T=f/v$. Then $\boldsymbol\rho(t)=\boldsymbol\rho_c+\mathbf wt$ for $-T<t<T$, with $\boldsymbol\rho_c$ the separation at the crossover and $\mathbf w$ the relative transverse velocity. The axial separation is taken as constant.

Split $\boldsymbol\rho_c$ into a part $\mathbf b$ perpendicular to $\mathbf w$ and a part $\ell$ along the unit vector $\hat{\mathbf w}$. With $x=\ell+wt$ and $B^2=b^2+\zeta^2$,

$$
\mathbf K=\frac{\kappa}{w}\int_{x_-}^{x_+}
\frac{\mathbf b+\hat{\mathbf w}x}{(B^2+x^2)^{3/2}}\,dx,
\qquad x_\pm=\ell\pm wT.
$$

The two antiderivatives are $x/(B^2\sqrt{B^2+x^2})$ and $-1/\sqrt{B^2+x^2}$, as differentiation confirms. Writing $D_\pm=\sqrt{B^2+x_\pm^2}$ gives

$$
\mathbf K=\frac{\kappa}{w}\left[\frac{\mathbf b}{B^2}
\left(\frac{x_+}{D_+}-\frac{x_-}{D_-}\right)
+\hat{\mathbf w}\left(\frac1{D_-}-\frac1{D_+}\right)\right].
$$

If the paths start and end far apart, $wT\gg |\ell|,B$, the first bracket tends to 2 and the second to zero:

$$
\mathbf K\simeq\frac{2\kappa}{w}\frac{\mathbf b}{b^2+\zeta^2}.
$$

This formula qualifies the word "narrow". If two paths cross the axis at the same point, $\boldsymbol\rho_c=0$, then $b=\ell=0$ and $D_+=D_-$. The kick before the crossover cancels the kick after it. A narrow crossover brings electrons close together, but it also improves this cancellation.

## Adding random partners

Divide the $\zeta$ axis into short cells. Each holds a partner with probability $\lambda'd\zeta$, independently of the others. For one component $K_x$ of the total kick, and $k_x$ of the kick from one partner, multiplication over cells gives

$$
\left\langle e^{isK_x}\right\rangle
=\exp\left[-\lambda'\int d\zeta\,
\left\langle1-e^{isk_x}\right\rangle\right].
$$

The inner average is over positions and angles. For a reference electron on the axis of a symmetric beam the mean kick is zero. Expansion to order $s^2$ then gives the variance, when it exists, as $\lambda'\int\langle k_x^2\rangle d\zeta$.

Three limits show how the blur from an electron's own beam depends on current. The first two use the complete-passage formula with one value of $w$, one miss distance $b>0$, and random signs.

**Dense beam, $\lambda'b\gg1$.** Many partners contribute, and the sum is nearly Gaussian. In units of $2\kappa/w$ its variance is, with $\zeta=b\tan\phi$,

$$
\lambda'\int_{-\infty}^{\infty}\frac{b^2\,d\zeta}{(b^2+\zeta^2)^2}
=\frac{\lambda'}b\int_{-\pi/2}^{\pi/2}\cos^2\phi\,d\phi
=\frac{\pi\lambda'}{2b}.
$$

The kick varies as $\sqrt{\lambda'/b}$. Here a narrower crossover is worse, and a beam carrying $1/N$ of the current has an own-beam blur smaller by $\sqrt N$.

**Dilute beam, $\lambda'b\ll1$.** The nearest partner is usually at $|\zeta|\gg b$, so each kick is $\pm b/\zeta^2$ in the same units. Set $\zeta=y/\lambda'$. The values $y$ have unit density whatever the current, and

$$
\sum_j\frac{\pm b}{\zeta_j^2}
=\lambda'^2b\sum_j\frac{\pm1}{y_j^2}.
$$

The last sum has a fixed distribution, so the typical kick varies as $\lambda'^2b$. Now a narrower crossover is better for the typical electron, and division lowers the own-beam blur by $N^2$.

**Very dilute beam.** If the spacing also exceeds the beam width at the lenses, the denominator in the force is nearly $|\zeta|^3$ throughout the flight. The term in $\mathbf wt$ integrates to zero, leaving

$$
\mathbf K\simeq\frac{2T\kappa\boldsymbol\rho_c}{|\zeta|^3}.
$$

The same rescaling now gives $\lambda'^3$, and division lowers the own-beam part by $N^3$. These powers apply within each limit; a large division can pass through all three.

Random sums agree with the first two limits. Halving the density from $\lambda'b=10$ to 5 reduced the median kick by 1.41, against $\sqrt2$. Halving it from 0.01 to 0.005 reduced it by 3.94, against 4.

## Rare close encounters

The median does not describe the whole distribution. Let $q=Kw/(2\kappa)$. A complete passage produces a kick larger than $K$ if

$$
\frac{|b|}{b^2+\zeta^2}>q.
$$

In the plane of signed $b$ and $\zeta$, this region consists of two circles of diameter $1/q$, with total area $\pi/(2q^2)$. If one component of the crossover position is Gaussian with standard deviation $\sigma\gg1/q$, the density of $b$ near zero is $1/(\sqrt{2\pi}\sigma)$. The probability of a large kick at fixed $w$ is therefore

$$
P(>K)\simeq\frac{\lambda'}{\sqrt{2\pi}\,\sigma}\,\frac{\pi}{2q^2}.
$$

As long as $\sigma\gg1/q$, this tail grows as the crossover narrows, even where the median falls. Because $P\propto K^{-2}$, the first-order variance diverges logarithmically. I therefore measure blur by $R_{50}$, the radius containing half of the image shifts. For rare encounters within the own beam, division reduces the probability of a given large kick by $N$.

## What the neighbouring beams leave behind

Consider another beam at distance $p$, much larger than either beam's width. The separation is nearly constant during the flight, so

$$
K\simeq2T\kappa\frac{p}{(p^2+\zeta^2)^{3/2}}.
$$

With $\zeta=p\tan\phi$,

$$
\int_{-\infty}^{\infty}\frac{p^2\,d\zeta}{(p^2+\zeta^2)^3}
=\frac1{p^3}\int_{-\pi/2}^{\pi/2}\cos^4\phi\,d\phi
=\frac{3\pi}{8p^3}.
$$

Independent streams add their variances. For the central beam of a symmetric array the mean kick is zero. With $N$ equal beams, the root-mean-square (rms) vector kick on it from neighbours at distances $p_j$ is then

$$
K_{\rm n}=2T\kappa\left[
\frac{\lambda'}N\frac{3\pi}8\sum_j\frac1{p_j^3}\right]^{1/2}.
$$

At fixed pitch in a large square array the sum converges, and this crosstalk falls as $N^{-1/2}$. If the array width is fixed instead, the pitch varies as $N^{-1/2}$. The sum then grows as $N^{3/2}$, and crosstalk rises as $N^{1/4}$. Adding beams without adding area eventually works against the gain.

## A worked case

Take 50 keV electrons, a total current of 1 µA and $f=20$ mm. Let the crossover be Gaussian with $\sigma=20$ µm in each direction, and let the angles fill a disc of half-angle 5 mrad. The angular part of the beam radius at a lens is then 100 µm. Separate beams stand on a square array of pitch 0.5 mm.

These inputs give $\gamma=1.098$, $v=1.237\times10^8$ m/s, $T=0.1617$ ns and $\kappa=210.1\ \mathrm{m^3/s^2}$. The mean axial spacing for the whole current is 19.8 µm, or 21.8 µm in $\zeta$. About 2018 electrons are between the lenses, however they are divided.

A rough estimate for one beam uses the mean angle of the disc, two thirds of 5 mrad, so $w\approx4.1\times10^5$ m/s. The median miss distance is $0.674\sigma=13.5$ µm. The dense formula gives

$$
\frac{2\kappa}{w}\sqrt{\frac{\pi\lambda'}{2b}}
\approx(1.02\times10^{-3})(7.3\times10^4)
\approx75\ \mathrm{m/s}.
$$

Multiplication by $f/v=T$ gives 12 nm. Since $\lambda'b\approx0.6$, the beam is not really dense, and this fixes only the order of magnitude.

For the distribution itself, I summed the full finite-flight kick over random partners within $\pm5$ mm in $\zeta$, for 4000 reference electrons. In going from one beam to $N$, every partner kept its axial position, its angle and its position within its beam. Only the lateral offset of its beam was added. The reference electron lies on the axis of the central beam.

| $N$ | $R_{50}$, all (nm) | $R_{50}$, own (nm) | neighbour rms (nm) | share above 7.8 nm |
|---:|---:|---:|---:|---:|
| 1 | 7.8 | 7.8 | – | 50% |
| 9 | 0.43 | 0.37 | 0.18 | 7.3% |
| 25 | 0.145 | 0.036 | 0.12 | 2.7% |
| 121 | 0.052 | 0.00033 | 0.059 | 0.4% |

For this axial reference electron, the median blur falls by a factor of 54 with 25 beams. Since only lateral offsets were changed, the reduction comes from moving partners sideways. The last column falls more slowly, roughly as $1/N$ among the divided cases, as expected for rare encounters. The entries are counts from 4000 electrons, only about 16 for 121 beams, and are correspondingly uncertain; larger own-beam samples give about 6.3%, 2.3% and 0.5%, which follow $1/N$ closely.

The own-beam median falls by 108 between 25 and 121 beams in this sample, against the limit $(121/25)^3=113$. Each of these medians scatters by about 7% for 4000 electrons; larger samples give 0.032 nm for 25 beams and a ratio near 99. A separate sample at 1/200 and 1/400 of the total current gave a ratio of 7.3 for one halving, where the limit predicts 8. With 40,000 reference electrons per sample, this ratio scatters by 3 to 4% and repeated samples average close to 8, so 7.3 is a low draw and does not establish a different exponent.

The neighbour value for 25 beams can be followed by hand. In units of the pitch, the central beam has four neighbours at 1, four at $\sqrt2$, four at 2, eight at $\sqrt5$ and four at $\sqrt8$. Their inverse cubes add to 6.81. Thus

$$
K_{\rm n}=(6.79\times10^{-8})
\left[1838\times1.178\times
\frac{6.81}{(5\times10^{-4})^3}\right]^{1/2}
\approx0.74\ \mathrm{m/s},
$$

in SI units. Multiplication by $T$ gives 0.12 nm, in agreement with the random sum. At nine beams the own beam still dominates the median; at 121 the neighbours do.

## One shared crossover, and its size

Now divide the current into 25 beamlets with different angles, but send them all through the same crossover. I placed their central angles on a $5\times5$ grid with the same rms angle as the original disc, and gave each beamlet a small angular spread. The result is $R_{50}=7.6$ nm, against 7.8 nm for the undivided beam. Division at the object therefore gives almost no benefit at unchanged rms angle: the partners are again close where the paths cross, and they pass at similar relative speeds. Larger crossing angles do help, since a complete passage gives $K\propto1/w$. If the 25 beams keep their 0.5 mm pitch at the object and their 5 mrad discs but share one lens pair, their central angles differ by steps of $p/f=25$ mrad and $R_{50}$ is about 0.7 nm. This is a tenth of the undivided value, but about five times the value for separate crossovers.

The size of a single crossover has the two effects derived above:

| $\sigma$ (µm) | $R_{50}$ (nm) | radius containing 99% (nm) |
|---:|---:|---:|
| 1 | 2.2 | 370 |
| 10 | 9.0 | 133 |
| 80 | 3.1 | 29 |

The median is largest of these three at 10 µm, a size comparable with the electron spacing. Over this range the 99% radius grows as the crossover narrows. For a crossover far smaller still it must fall as well, because the kicks cancel on paths that meet at one point. Within the range shown, "narrow" thus means more rare, strongly displaced electrons, but not necessarily a larger typical blur. At 80 µm the beam is nearly as wide at the crossover as at the lenses, so it hardly has a crossover at all.

## Limits of the calculation

The straight-path approximation requires displacements in flight to be small compared with the separations. I compared it with the mutual motion of 27 electrons, integrated by a leapfrog method in 100 random cases of the undivided beam. The median difference was 0.03% of the median kick. This supports first-order theory for typical electrons at these parameters, not for arbitrarily close encounters.

Constant axial separation also holds well. Between the lenses, a 1 eV energy difference produces a slip of 0.38 µm in $\zeta$, and a path inclined by 5 mrad lags an axial one by 0.55 µm. Both are small compared with 21.8 µm. Choosing the reference electron at random within the single beam, instead of on its axis, raises $R_{50}$ to 9.3 nm; this value includes the mean field away from the axis.

In an array, the mean field cancels for the central beam but not for outer ones. Since $\int p\,d\zeta/(p^2+\zeta^2)^{3/2}=2/p$, the mean shift of a beam is

$$
\Delta_{\rm mean}=T\,(2T\kappa)\frac{\lambda'}N
\left|\sum_j\frac{2\mathbf p_j}{p_j^2}\right|.
$$

For a corner beam of the 25, the sum of $\mathbf p_j/p_j^2$ has magnitude 7.61 divided by the pitch, and the shift is 0.61 nm. This is about four times the central beam's median blur. With steady currents it is a fixed displacement that can be corrected. If beams are switched according to a pattern, it changes with the pattern and becomes a placement error unless the correction follows.

Diffraction sets a separate scale. The wavelength is 5.36 pm. Taking two crossover standard deviations as the aperture radius gives an image half-angle of 2 mrad, and $0.61\times5.36\ \mathrm{pm}/0.002=1.6$ nm. This is the radius of the first dark ring; for a uniformly filled aperture, half the intensity lies within about 0.7 nm. The median Coulomb blur at nine beams, 0.43 nm, is still comparable with that radius, whereas the 0.145 nm at 25 beams is well below it. Division beyond about 25 beams would therefore do little for the typical total blur, though it would still reduce the tail.

## Relation to real writers

The energy and the field of some 200 µm are in the rough range of electron projection writers, while the current is low for such tools. At 25 times the current each of 25 beams would carry 1 µA and keep an own-beam median near 7.8 nm, so the factor of 54 belongs to the current used here. The 20 mm focal length is short for such a column, and unit magnification is a simplification. The field radius is $f$ times the half-angle at the crossover. For a fixed field and crossover size the angles therefore vary as $1/f$, so $wT$ stays the same while $1/w$ grows as $f$. The kick formula then gives $K\propto f$ and an image shift $TK\propto f^2$. The blur values found here therefore do not carry over to a longer column. Separate 50 keV lenses at 0.5 mm pitch, for beams about 0.25 mm wide at the lenses, would also be demanding to build.

Two assumptions matter most for the divided case. Multi-beam mask writers send many beamlets through common projection optics; in this model a shared crossover raises the 25-beam result from 0.145 nm to about 0.7 nm if the 0.5 mm object pitch is kept, and to 7.6 nm if the beamlets are also confined to the angular range of the single beam. Conversely, conducting walls between separate beams would screen their mutual forces. Removing only the neighbours' forces would leave the own-beam median, 0.036 nm for 25 beams; walls would also alter the forces between electrons of the same beam, which is not calculated here. These are Coulomb contributions within the lens pair. Lens aberrations, resist blur and interactions elsewhere in the column are not included, so they are not predictions of printed resolution.

The design rule is correspondingly conditional: at fixed energy and total current, division lowers Coulomb blur most when the beams remain separate through their crossovers, with a pitch large enough to keep crosstalk small. With a shared crossover the gain in this model comes from larger crossing angles and is smaller.
